# Singlet-triplet gap of methylene by spin-flip, double-attachment and ΔCCSD: a numerical check

```python
# Singlet-triplet gap of CH2, gap = E(1A1, structure S) - E(3B1, structure T), 6-31G,
# one frozen C 1s orbital per structure (from triplet ROHF): 12 valence orbitals.
# Under test: EOM energies are eigenvalues of P exp(-T) H exp(T) P, where P keeps
# determinants with at most k holes in the reference. SF: UHF Ms=1 triplet reference,
# target Ms=0. DEA: RHF dication reference, two electrons added. Full P must give FCI.
# H, T, S^2 are built here as sparse matrices on determinants; amplitudes, FCI and the
# diagrammatic EOM-SF / EOM-EA roots come from pyscf as the independent road.
# h, g: valence one- and two-electron integrals, g[p,q,r,s] = (pq|rs). Hartree units.
import numpy as np
from itertools import combinations
from functools import lru_cache
from scipy import sparse
from scipy.constants import physical_constants, N_A, calorie
from pyscf import gto, scf, cc, fci, ao2mo, symm
from pyscf.cc import eom_uccsd
scf.hf.MUTE_CHKFILE = True
KCAL = physical_constants['Hartree energy'][0] * N_A / (1000 * calorie)
N = 12

@lru_cache(None)
def strings(k):
    # link rows (p, q, I, sign): E_pq |J> = sign |I>
    strs = sorted(sum(1 << p for p in c) for c in combinations(range(N), k))
    addr = {s: i for i, s in enumerate(strs)}
    link = []
    for J, s in enumerate(strs):
        for q in range(N):
            if not (s >> q) & 1:
                continue
            for p in range(N):
                if p == q:
                    link.append((p, q, J, 1))
                elif not (s >> p) & 1:
                    lo, hi = min(p, q), max(p, q)
                    nb = bin(s & ((1 << hi) - (1 << (lo + 1)))).count('1')
                    link.append((p, q, addr[(s ^ (1 << q)) | (1 << p)], (-1) ** nb))
    return np.array(strs), np.array(link).reshape(len(strs), -1, 4)

def string_op(k, one, two):
    # sum one[p,q] E_pq + sum two[p,q,r,s] E_pq E_rs for one spin
    L = strings(k)[1]
    n = len(L)
    r, s, K, sg = (L[..., i] for i in range(4))
    J = np.arange(n)
    M = np.bincount((K * n + J[:, None]).ravel(), (sg * one[r, s]).ravel(), n * n)
    L2 = L[K]
    val = sg[:, :, None] * L2[..., 3] * two[L2[..., 0], L2[..., 1], r[:, :, None], s[:, :, None]]
    M = M + np.bincount((L2[..., 2] * n + J[:, None, None]).ravel(), val.ravel(), n * n)
    return M.reshape(n, n)

class Sector:
    def __init__(self, nel, syms, irrep, nref):
        self.nel, self.syms, self.irrep = nel, syms, irrep
        self.g, hole = [], []
        for k, sy, nr in zip(nel, syms, nref):
            bits = (strings(k)[0][:, None] >> np.arange(N)) & 1
            self.g.append(np.bitwise_xor.reduce(bits * sy, axis=1))
            hole.append(nr - bits[:, :nr].sum(1))
        mask = (self.g[0][:, None] ^ self.g[1][None, :]) == irrep
        self.ia, self.ib = np.nonzero(mask)
        self.dim = len(self.ia)
        self.index = -np.ones(mask.shape, dtype=np.int32)
        self.index[mask] = np.arange(self.dim)
        self.holes = hole[0][self.ia] + hole[1][self.ib]

    def operator(self, A, B, W):
        # A x 1 + 1 x B + sum W[p,q,r,s] E^alpha_pq E^beta_rs
        rows, cols, vals, idx = [], [], [], self.index
        W2 = W.reshape(N * N, N * N)
        lk = []
        for sp in (0, 1):
            L = strings(self.nel[sp])[1]
            J = np.repeat(np.arange(len(L)), L.shape[1])
            p, q, I, sg = L.reshape(-1, 4).T
            use = (np.abs(W2).max(axis=1 - sp) > 0)[p * N + q]
            lk.append([x[use] for x in (p * N + q, I, J, sg.astype(float), self.g[sp][J],
                                        self.syms[sp][p] ^ self.syms[sp][q])])
        for ga in range(4):
            gb = ga ^ self.irrep
            sa, sb = np.where(self.g[0] == ga)[0], np.where(self.g[1] == gb)[0]
            for M, s1, s2, ix in ((A, sa, sb, idx), (B, sb, sa, idx.T)):
                blk = M[np.ix_(s1, s1)]
                r, c = np.nonzero(np.abs(blk) > 1e-14)
                rows.append(ix[np.ix_(s1[r], s2)].ravel())
                cols.append(ix[np.ix_(s1[c], s2)].ravel())
                vals.append(np.repeat(blk[r, c], len(s2)))
            for x in range(4):
                a = [y[(lk[0][4] == ga) & (lk[0][5] == x)] for y in lk[0][:4]]
                b = [y[(lk[1][4] == gb) & (lk[1][5] == x)] for y in lk[1][:4]]
                rows.append(idx[np.ix_(a[1], b[1])].ravel())
                cols.append(idx[np.ix_(a[2], b[2])].ravel())
                vals.append((W2[np.ix_(a[0], b[0])] * np.outer(a[3], b[3])).ravel())
        return sparse.coo_matrix((np.concatenate(vals), (np.concatenate(rows), np.concatenate(cols))),
                                 shape=(self.dim, self.dim))

def tr4(g, A, B):
    return np.einsum('pqrs,pi,qj,rk,sl->ijkl', g, A, A, B, B, optimize=True)

def build(sec, h, g, ecore, C, t1, t2):
    ops, tops = [], []
    for sp in (0, 1):
        gs = tr4(g, C[sp], C[sp])
        one = C[sp].T @ h @ C[sp] - 0.5 * np.einsum('prrq->pq', gs)
        ops.append(string_op(sec.nel[sp], one, 0.5 * gs))
        no = t1[sp].shape[0]
        o1, o2 = np.zeros((N, N)), np.zeros((N,) * 4)
        o1[no:, :no] = t1[sp].T
        o2[no:, :no, no:, :no] = 0.25 * t2[2 * sp].transpose(2, 0, 3, 1)
        tops.append(string_op(sec.nel[sp], o1, o2))
    H = sec.operator(ops[0] + ecore * np.eye(len(ops[0])), ops[1], tr4(g, C[0], C[1])).tocsr()
    na, nb = t1[0].shape[0], t1[1].shape[0]
    W = np.zeros((N,) * 4)
    W[na:, :na, nb:, :nb] = t2[1].transpose(2, 0, 3, 1)
    return H, sec.operator(tops[0], tops[1], W).tocsr()

def spin_square_op(C, sec):  # Ms = 0, three beta electrons
    s = C[0].T @ C[1]
    n = len(sec.g[0])
    return sec.operator(3.0 * np.eye(n), np.zeros((n, n)), -np.einsum('pq,rs->rpqs', s, s))

def expo(T, x, sign):
    out, term = x.copy(), x
    for k in range(1, 8):
        term = sign * (T @ term) / k
        if not term.any():
            break
        out += term
    return out

def projected(sec, H, T, kmax):
    P, Q = np.where(sec.holes <= kmax)[0], np.where(sec.holes > kmax)[0]
    HP, TP = H[P], T[P]
    if len(Q):
        assert TP[:, Q].count_nonzero() == 0
    TP = TP[:, P]
    def apply(x):
        y = np.zeros((sec.dim,) + x.shape[1:])
        y[P] = x
        return expo(TP, HP @ expo(T, y, 1), -1)
    return P, apply

def eom(sec, H, T, kmax, guess=None):
    P, apply = projected(sec, H, T, kmax)
    R, M = np.zeros(sec.dim), None
    if guess is None:
        M = apply(np.eye(len(P)))
        w, c = np.linalg.eig(M)
        k = np.argmin(w.real)
        assert abs(w[k].imag) < 1e-10
        e, vec = w[k].real, c[:, k].real
    else:
        diag, m = H.diagonal()[P], 120
        V, AV = np.zeros((m, len(P))), np.zeros((m, len(P)))
        x = guess[P] / np.linalg.norm(guess[P])
        for it in range(m):
            V[it], AV[it] = x, apply(x)
            w, c = np.linalg.eig(V[:it + 1] @ AV[:it + 1].T)
            k = np.argmin(w.real)
            e, c = w[k].real, c[:, k].real
            c = c / np.linalg.norm(c)
            vec = c @ V[:it + 1]
            res = c @ AV[:it + 1] - e * vec
            if np.linalg.norm(res) < 1e-7:
                break
            den = e - diag
            den[np.abs(den) < 1e-2] = -1e-2
            x = res / den
            for _ in range(2):
                x -= (V[:it + 1] @ x) @ V[:it + 1]
            x /= np.linalg.norm(x)
        assert np.linalg.norm(res) < 1e-7
    R[P] = vec / np.linalg.norm(vec)
    return e, R, M, P

def check_cc_equations(sec, H, T, ecc):
    P, apply = projected(sec, H, T, 2)
    ref = (sec.holes[P] == 0).astype(float)
    assert ref.sum() == 1 and np.abs(apply(ref) - ecc * ref).max() < 1e-6

def valence_cc(h, g, ecore, na, nb, dm0, basesym):
    m = gto.M(verbose=0)
    m.nelectron, m.spin, m.incore_anyway = na + nb, na - nb, True
    mf = scf.RHF(m) if na == nb else scf.UHF(m)
    mf.get_hcore = lambda *a: h
    mf.get_ovlp = lambda *a: np.eye(N)
    mf.energy_nuc = lambda *a: ecore
    mf._eri = ao2mo.restore(8, g, N)
    mf.conv_tol = 1e-11
    mf.kernel(dm0)
    my = cc.CCSD(mf) if na == nb else cc.UCCSD(mf)
    my.conv_tol, my.conv_tol_normt, my.max_cycle, my.incore_complete = 1e-10, 1e-8, 100, True
    my.kernel()
    assert mf.converged and my.converged
    if na == nb:
        C, t1 = (mf.mo_coeff,) * 2, (my.t1,) * 2
        taa = my.t2 - my.t2.transpose(0, 1, 3, 2)
        t2 = (taa, my.t2, taa)
    else:
        C, t1, t2 = mf.mo_coeff, my.t1, my.t2
    syms = [basesym[np.abs(c).argmax(axis=0)] for c in C]
    for c, sy in zip(C, syms):
        assert np.abs(c[basesym[:, None] != sy[None, :]]).max() < 1e-7
    return mf, my, C, t1, t2, syms

def run(tag, r, angle):
    y, z = r * np.sin(np.radians(angle / 2)), r * np.cos(np.radians(angle / 2))
    mol = gto.M(atom=[['C', (0, 0, 0)], ['H', (0, y, z)], ['H', (0, -y, z)]], unit='Bohr',
                basis='6-31g', spin=2, symmetry=True, verbose=0)
    bysize = {c.shape[1]: (nm, i) for c, nm, i in zip(mol.symm_orb, mol.irrep_name, mol.irrep_id)}
    (npi, gpi), (nin, gin) = bysize[2], bysize[4]  # out-of-plane b1, in-plane b2
    ro = scf.ROHF(mol)
    ro.irrep_nelec = {'A1': (3, 2), nin: (1, 1), npi: (1, 0)}
    ro.conv_tol = 1e-11
    ro.kernel()
    mo = np.asarray(ro.mo_coeff)
    assert ro.converged and list(np.rint(ro.mo_occ[:6])) == [2, 2, 2, 1, 1, 0]
    base = np.array(symm.label_orb_symm(mol, mol.irrep_id, mol.symm_orb, mo))[1:].astype(int)
    dm, act, h0 = 2 * mo[:, :1] @ mo[:, :1].T, mo[:, 1:], ro.get_hcore()
    eri = mol.intor('int2e')
    veff = np.einsum('pqrs,rs->pq', eri, dm) - 0.5 * np.einsum('prsq,rs->pq', eri, dm)
    h, g = act.T @ (h0 + veff) @ act, tr4(eri, act, act)
    ecore = mol.energy_nuc() + np.sum(dm * (h0 + 0.5 * veff))
    occ = lambda lst: np.diag([float(p in lst) for p in range(N)])
    da, db = np.diag(occ([0, 1, 2, 3])), np.diag(occ([0, 1]))
    Jm, Km = np.einsum('ppqq->pq', g), np.einsum('pqqp->pq', g)
    edet = ecore + np.diag(h) @ (da + db) + 0.5 * ((da + db) @ Jm @ (da + db) - da @ Km @ da - db @ Km @ db)
    assert abs(edet - ro.e_tot) < 1e-8
    sig, pi = (2, 3) if base[2] == 0 else (3, 2)
    irrep = gpi if tag == 'T' else 0
    out = {'ecore': ecore}
    solver = fci.direct_spin1_symm.FCI(mol)
    solver.orbsym, solver.wfnsym, solver.conv_tol = base, int(irrep), 1e-10
    out['FCI'], ci = solver.kernel(h, g, N, (4, 2) if tag == 'T' else (3, 3), ecore=ecore)
    # dication reference and double attachment
    mf, my, C, t1, t2, syms = valence_cc(h, g, ecore, 2, 2, 2 * occ([0, 1]), base)
    assert sorted(syms[0][:2]) == sorted([0, gin])
    ed = out['dic'] = my.e_tot
    sec = Sector((2, 2), syms, 0, (2, 2))
    check_cc_equations(sec, *build(sec, h, g, ecore, C, t1, t2), ed)
    if tag == 'T':
        sec = Sector((3, 2), syms, 0, (2, 2))
        out['ea'] = eom(sec, *build(sec, h, g, ecore, C, t1, t2), 1)[0] - ed
        out['ea_lib'] = min(my.eaccsd(nroots=2)[0], key=lambda w: abs(w - out['ea']))
        assert abs(out['ea'] - out['ea_lib']) < 1e-6
    sec = Sector((3, 3), syms, irrep, (2, 2))
    out['dim'] = sec.dim
    H, T = build(sec, h, g, ecore, C, t1, t2)
    S2, R = spin_square_op(C, sec), None
    for name, k in (('DEA 2p', 0), ('DEA 3p1h', 1), ('DEA 4p2h', 2), ('DEA full', 4)):
        out[name], R, M, P = eom(sec, H, T, k, R)
        psi = expo(T, R, 1)
        out['s2' + name], out['n' + name] = psi @ (S2 @ psi) / (psi @ psi), len(P)
        assert abs(out['s2' + name] - (2 if tag == 'T' else 0)) < 1e-6
        if k == 1:
            out['w2p'] = np.sum(R[sec.holes == 0] ** 2)
        if k == 0:  # closed-form 2p-2p block against the determinant matrix
            gm, o, v = tr4(g, C[0], C[0]), slice(0, 2), slice(2, N)
            f = C[0].T @ h @ C[0] + 2 * np.einsum('pqii->pq', gm[:, :, o, o]) - np.einsum('piiq->pq', gm[:, o, o, :])
            t, vvov, ovov = my.t1, gm[v, v, o, v], gm[o, v, o, v]
            tau = my.t2 + np.einsum('ma,nb->mnab', t, t)
            F = (f[v, v] - t.T @ f[o, v] + 2 * np.einsum('mf,aemf->ae', t, vvov) - np.einsum('mf,afme->ae', t, vvov)
                 - np.einsum('mnaf,menf->ae', tau, 2 * ovov - ovov.transpose(0, 3, 2, 1)))
            W = (gm[v, v, v, v].transpose(0, 2, 1, 3) - np.einsum('mb,aemf->abef', t, vvov)
                 - np.einsum('ma,bfme->abef', t, vvov) + np.einsum('mnab,menf->abef', tau, ovov))
            one = np.eye(N - 2)
            W = W + np.einsum('ae,bf->abef', F + ed * one, one) + np.einsum('ae,bf->abef', one, F)
            st = strings(3)[0]
            a = np.array([int(s >> 2).bit_length() - 1 for s in st[sec.ia[P]]])
            b = np.array([int(s >> 2).bit_length() - 1 for s in st[sec.ib[P]]])
            assert np.abs(W[a[:, None], b[:, None], a[None, :], b[None, :]] - M).max() < 1e-8
    # triplet reference and spin flip
    mf, my, C, t1, t2, syms = valence_cc(h, g, ecore, 4, 2, np.array([occ([0, 1, 2, 3]), occ([0, 1])]), base)
    assert sorted(syms[0][:4]) == sorted([0, 0, gin, gpi]) and sorted(syms[1][:2]) == sorted([0, gin])
    out['trip'], out['s2uhf'] = my.e_tot, mf.spin_square()[0]
    if tag == 'T':
        out['SCF'], out['CCSD'] = mf.e_tot, my.e_tot
        sec = Sector((4, 2), syms, gpi, (4, 2))
        check_cc_equations(sec, *build(sec, h, g, ecore, C, t1, t2), my.e_tot)
    sec = Sector((3, 3), syms, irrep, (4, 2))
    H, T = build(sec, h, g, ecore, C, t1, t2)
    S2, R = spin_square_op(C, sec), None
    for name, k in (('SF S', 1), ('SF SD', 2), ('SF SDT', 3), ('SF full', 6)):
        out[name], R, M, P = eom(sec, H, T, k, R)
        psi = expo(T, R, 1)
        out['s2' + name], out['n' + name] = psi @ (S2 @ psi) / (psi @ psi), len(P)
    exact = 2 if tag == 'T' else 0
    assert abs(out['s2SF full'] - exact) < 1e-5 and 1e-6 < abs(out['s2SF SD'] - exact) < 0.1
    if tag == 'S':
        lib_eom = eom_uccsd.EOMEESpinFlip(my)
        w = out['SF SD'] - my.e_tot
        out['sf_lib'] = min(lib_eom.kernel(nroots=3)[0], key=lambda x: abs(x - w))
        assert abs(out['sf_lib'] - w) < 1e-6
        ci = np.asarray(ci).reshape(220, 220)
        ad = [fci.cistring.str2addr(N, 3, 3 | (1 << p)) for p in (sig, pi)]
        out['wts'] = [ci[i, i] ** 2 for i in ad]
        mf, my, C, t1, t2, syms = valence_cc(h, g, ecore, 3, 3, 2 * occ([0, 1, sig]), base)
        assert sorted(syms[0][:3]) == sorted([0, 0, gin])
        out['SCF'], out['CCSD'], out['tmax'] = mf.e_tot, my.e_tot, np.abs(my.t2).max()
    err = lambda nm: abs(out[nm] - out['FCI'])
    assert err('DEA full') < 1e-6 and err('SF full') < 1e-6
    assert err('DEA 2p') > err('DEA 3p1h') > err('DEA 4p2h')
    assert err('SF S') > err('SF SD') > err('SF SDT')
    return out

geo = {'T': (2.04, 134.0), 'S': (2.10, 102.0)}
t, s = run('T', *geo['T']), run('S', *geo['S'])
gap = s['FCI'] - t['FCI']
assert gap > 0 and s['CCSD'] - s['FCI'] > t['CCSD'] - t['FCI'] > 0
print(f"1 Eh = {KCAL:.3f} kcal/mol")
for nm, d in (('T', t), ('S', s)):
    print(f"structure {nm}: r = {geo[nm][0]:.2f} bohr, angle = {geo[nm][1]:.1f} deg, Ms=0 block = {d['dim']} dets")
    print(f"  E_core = {d['ecore']:.6f} Eh; CCSD dication = {d['dic']:.6f} Eh")
    print(f"  CCSD triplet Ms=1 = {d['trip']:.6f} Eh; UHF <S2> = {d['s2uhf']:.4f}")
    print(f"  omega SF SD = {d['SF SD'] - d['trip']:.6f} Eh; omega DEA 3p1h = {d['DEA 3p1h'] - d['dic']:.6f} Eh")
    print(f"  weight of 2p part of R in DEA 3p1h = {d['w2p']:.4f}")
print(f"check at S: library SF root = {s['sf_lib']:.6f} Eh")
print(f"check at T: EA 2p1h here = {t['ea']:.6f} Eh, library = {t['ea_lib']:.6f} Eh")
print(f"singlet FCI weights (ROHF orbitals): 3a1^2 = {s['wts'][0]:.4f}, 1b1^2 = {s['wts'][1]:.4f}")
print(f"largest |t2| of singlet CCSD = {s['tmax']:.4f}")
names = ['SCF', 'CCSD', 'SF S', 'SF SD', 'SF SDT', 'SF full', 'DEA 2p', 'DEA 3p1h', 'DEA 4p2h', 'DEA full', 'FCI']
print("method: E(T), E(S), error T, error S (all Eh)")
for nm in names:
    print(f"  {nm:9s} {t[nm]:.6f} {s[nm]:.6f} {t[nm] - t['FCI']:+.6f} {s[nm] - s['FCI']:+.6f}")
print("method: dim P (T), dim P (S), <S2> T, <S2> S")
for nm in names[2:-1]:
    print(f"  {nm:9s} {t['n' + nm]:6d} {s['n' + nm]:6d} {t['s2' + nm]:.6f} {abs(s['s2' + nm]):.6f}")
print("method: gap/Eh, gap/(kcal/mol), error vs FCI/(kcal/mol)")
gaps = [(nm, s[nm] - t[nm]) for nm in names] + [('SF SD vs Ms=1 ref', s['SF SD'] - t['trip'])]
for nm, d in gaps:
    print(f"  {nm:17s} {d:.6f} {d * KCAL:.2f} {(d - gap) * KCAL:+.2f}")
print("OK")
```

Output:

```
1 Eh = 627.509 kcal/mol
structure T: r = 2.04 bohr, angle = 134.0 deg, Ms=0 block = 11736 dets
  E_core = -28.168671 Eh; CCSD dication = -37.800827 Eh
  CCSD triplet Ms=1 = -38.979242 Eh; UHF <S2> = 2.0174
  omega SF SD = 0.000333 Eh; omega DEA 3p1h = -1.169167 Eh
  weight of 2p part of R in DEA 3p1h = 0.8767
structure S: r = 2.10 bohr, angle = 102.0 deg, Ms=0 block = 12536 dets
  E_core = -28.240756 Eh; CCSD dication = -37.734108 Eh
  CCSD triplet Ms=1 = -38.962888 Eh; UHF <S2> = 2.0157
  omega SF SD = 0.022154 Eh; omega DEA 3p1h = -1.200023 Eh
  weight of 2p part of R in DEA 3p1h = 0.8852
check at S: library SF root = 0.022154 Eh
check at T: EA 2p1h here = -0.811922 Eh, library = -0.811922 Eh
singlet FCI weights (ROHF orbitals): 3a1^2 = 0.9154, 1b1^2 = 0.0358
largest |t2| of singlet CCSD = 0.1601
method: E(T), E(S), error T, error S (all Eh)
  SCF       -38.911477 -38.852895 +0.068622 +0.089702
  CCSD      -38.979242 -38.940570 +0.000857 +0.002027
  SF S      -38.960550 -38.912281 +0.019549 +0.030316
  SF SD     -38.978909 -38.940734 +0.001190 +0.001863
  SF SDT    -38.979554 -38.942141 +0.000545 +0.000456
  SF full   -38.980099 -38.942597 -0.000000 -0.000000
  DEA 2p    -38.821687 -38.798309 +0.158412 +0.144288
  DEA 3p1h  -38.969994 -38.934131 +0.010105 +0.008466
  DEA 4p2h  -38.980253 -38.942434 -0.000154 +0.000163
  DEA full  -38.980099 -38.942597 +0.000000 +0.000000
  FCI       -38.980099 -38.942597 +0.000000 +0.000000
method: dim P (T), dim P (S), <S2> T, <S2> S
  SF S          15      9 2.007095 0.018041
  SF SD        238    206 2.000513 0.000738
  SF SDT      1688   1732 1.999957 0.000109
  SF full    11736  12536 2.000000 0.000000
  DEA 2p        20     38 2.000000 0.000000
  DEA 3p1h     392    566 2.000000 0.000000
  DEA 4p2h    2840   3400 2.000000 0.000000
  DEA full   11736  12536 2.000000 0.000000
method: gap/Eh, gap/(kcal/mol), error vs FCI/(kcal/mol)
  SCF               0.058582 36.76 +13.23
  CCSD              0.038672 24.27 +0.73
  SF S              0.048270 30.29 +6.76
  SF SD             0.038175 23.96 +0.42
  SF SDT            0.037413 23.48 -0.06
  SF full           0.037502 23.53 -0.00
  DEA 2p            0.023378 14.67 -8.86
  DEA 3p1h          0.035864 22.50 -1.03
  DEA 4p2h          0.037819 23.73 +0.20
  DEA full          0.037502 23.53 -0.00
  FCI               0.037502 23.53 +0.00
  SF SD vs Ms=1 ref 0.038508 24.16 +0.63
OK
```
